# Cattaneo's law in a moving conductor: a comment on frame choice

## The argument under review

The author considers a rigid conductor that slides through the laboratory at constant velocity $U$ along $x$. Heat moves in it with a finite relaxation time $\tau$, so Fourier's law is replaced by Cattaneo's law. The manuscript reasons as follows:

> The sample carries its stored heat along, so the energy balance needs a convective term, $C(\partial_t T+U\partial_x T)+\partial_x q=0$. The flux law, in contrast, is a property of the material. Motion does not alter the material, so the law keeps its form, $\tau\,\partial_t q+q=-K\,\partial_x T$.

From these two equations the author computes the speed of heat pulses, the drift of a temperature grating and the preheating ahead of a fixed heater. The energy balance is right, and so is the remark that uniform motion does not alter the material. The question is whether the last equation follows from that remark.

## What the material's own frame implies

Let $x'$ be the coordinate fixed in the conductor. In that frame

$$\tau\,\partial_t q+q=-K\,\partial_{x'}T,\qquad C\,\partial_t T+\partial_{x'}q=0, \tag{1}$$

with time derivatives taken at fixed $x'$. The conductivity $K$, the heat capacity per volume $C$ and $\tau$ are constants measured at rest. $T$ is the temperature above a uniform background, and $q$ is the conductive flux: the heat per area and time that crosses a surface fixed in the material.

An observer for whom the conductor moves at velocity $u$ uses $x=x'+ut$. At speeds far below that of light both observers agree on times, areas and temperature. They also agree on which surface is fixed in the material, and hence on $q$. The same fields are therefore read at shifted positions: $T(x,t)=T'(x-ut,t)$, and likewise for $q$. A point of fixed $x'$ has $dx/dt=u$, so the chain rule gives

$$\partial_t\big|_{x'}=\partial_t\big|_{x}+u\,\partial_x,\qquad \partial_{x'}=\partial_x .$$

Inserted in (1), this yields

$$\tau(\partial_t q+u\,\partial_x q)+q=-K\,\partial_x T,\qquad C(\partial_t T+u\,\partial_x T)+\partial_x q=0. \tag{2}$$

The convective term enters both equations for the same reason. Relaxation happens in a given piece of material, so the rate that counts is the rate seen while following that piece. The manuscript follows the material when it counts energy, but stays at a fixed laboratory point when it relaxes the flux.

The form (2) is shared by all inertial observers. Let a second observer move at velocity $V$ relative to the laboratory, with $\tilde x=x-Vt$. Then $\partial_t|_x=\partial_t|_{\tilde x}-V\partial_{\tilde x}$, and

$$\partial_t\big|_x+U\partial_x=\partial_t\big|_{\tilde x}+(U-V)\,\partial_{\tilde x}.$$

The equations look the same, with $u=U-V$ the velocity of the conductor relative to the new observer. This is Galilean invariance. In three dimensions $u\,\partial_x$ becomes $\mathbf u\cdot\nabla$, and the components of $\mathbf q$ are unchanged by the boost.

The size of the manuscript's error follows by moving one term of (2) to the right:

$$\tau\,\partial_t q+q+K\,\partial_x T=-\tau u\,\partial_x q. \tag{3}$$

The law with the partial derivative holds where $u=0$ or where the flux is uniform in space. As a numerical test, a pair of damped waves that solves (1) was viewed by four observers moving at $0$, $0.2$, $0.5$ and $-0.7$, with the sample moving at $0.5$, in units where $c=\sqrt{K/(C\tau)}$, $\tau$ and $C$ are one. The largest mismatch in the flux law (2) was $6\times10^{-9}$, which is finite-difference error. In the law with the partial derivative it was $0.58$.

## A possible reply: use the total flux

The author might answer that the laboratory sees the total thermal flux $J=q+uCT$, and that the unchanged law was meant for $J$. Direct substitution settles this:

$$\tau\partial_tJ+J+K\partial_xT=(\tau\partial_tq+q+K\partial_xT)+\tau u\,C\partial_tT+uCT.$$

The bracket is $-\tau u\,\partial_xq$ by (3). The energy balance gives $C\partial_tT=-uC\partial_xT-\partial_xq$. Hence

$$\tau\partial_tJ+J+K\partial_xT=uCT-\tau u\,(2\,\partial_xq+uC\,\partial_xT).$$

The right side does not vanish in general. Even for $\tau=0$ the term $uCT$ remains, because carried heat needs no temperature gradient.

## Consequence 1: the speed of heat fronts

Write $D=\partial_t+U\partial_x$ and $\alpha=K/C$, so that $c^2=\alpha/\tau$. Differentiate each flux law with respect to $x$ and replace $\partial_xq$ by $-C\,DT$. After division by $-C$, the material law and the manuscript's partial law give

$$\tau D^2T+DT=\alpha\,\partial_x^2T,\qquad \tau\,\partial_tDT+DT=\alpha\,\partial_x^2T .$$

At a steep front the second derivatives dominate. For a profile $f(x-vt)$, $\partial_t$ acts as $-v\,\partial_x$ and $D$ as $(U-v)\,\partial_x$. The two laws then require

$$(v-U)^2=c^2,\qquad v(v-U)=c^2 .$$

The first gives $v=U\pm c$: the front moves at $c$ relative to the sample in either direction, as it must if the sample is unaware of its motion. The second gives

$$v_\pm=\frac U2\pm R,\qquad R=\sqrt{\frac{U^2}{4}+c^2}. \tag{4}$$

Relative to the sample these speeds are $-U/2\pm R$, which differ in size between the two directions. An experimenter riding with the sample could thus read off the velocity of the laboratory from heat pulses alone.

The difference becomes one of kind when $U>c$. At $U=1.25\,c$ the material law gives fronts at $0.25\,c$ and $2.25\,c$, so both are swept downstream. The partial law gives $-0.554\,c$ and $1.804\,c$. Since (4) implies $v_+v_-=-c^2<0$, one of its fronts runs upstream at any sample speed.

## Consequence 2: drift and decay of a wave

Let the fields vary as $e^{ikx+st}$. In the material law $s$ and $U$ enter through $\sigma=s+ikU$, which obeys the rest-frame equation $\tau\sigma^2+\sigma+\alpha k^2=0$. Thus $s=\sigma-ikU$: the decay rate $-\mathrm{Re}\,s$ is the same for all observers, and the drift velocity $-\mathrm{Im}\,s/k$ is raised by $U$.

In the partial law one factor lacks the shift:

$$(1+\tau s)(s+ikU)+\alpha k^2=0. \tag{5}$$

Expanded, this is $\tau s^2+(1+i\tau kU)s+ikU+\alpha k^2=0$. Its two roots add up to $-1/\tau-ikU$, so their mean drift velocity is $U/2$. In the material law the sum is $-1/\tau-2ikU$, and the mean drift is $U$. The partial law lets the pair of waves lag behind the sample that carries them.

For short waves put $s=-ikv-\gamma$ in (5). The terms in $k^2$ return $v(v-U)=c^2$. The terms in $k$ give

$$(1-\tau\gamma)(U-v)+\tau\gamma v=0\;\Rightarrow\;\gamma=\frac{v-U}{\tau(2v-U)} .$$

With (4), $v_\pm-U=-U/2\pm R$ and $2v_\pm-U=\pm2R$, so

$$\gamma_\pm=\frac1\tau\left(\frac12\mp\frac{U}{4R}\right). \tag{6}$$

The material law gives $1/(2\tau)$ for both waves. In the partial law the wave running with the sample lives longer than the one running against it.

For long waves the error is easy to miss. Rewrite (5) as $s+ikU=-\alpha k^2/(1+\tau s)$. The slow root starts as $s\approx-ikU$, so to third order in $k$

$$s\approx-ikU-\alpha k^2(1+i\tau kU).$$

The material law gives $-ikU-\alpha k^2$ to the same order. Drift at the full speed $U$ and ordinary diffusion both come out right, and the fault sits in the third-order term. A check against diffusive behaviour, with $kc\tau$ and $kU\tau$ both small, would not expose the manuscript's law.

## Consequence 3: a fixed heater

Let a heater stand at $x=0$ while the conductor arrives cold from $x=-\infty$ with $U>0$. In the steady state $\partial_t=0$. Upstream, where there is no source, the energy balance says that $UCT+q$ is constant, and the constant is zero because the material arrives cold. Hence $q=-UCT$: conduction against the motion cancels the heat carried forward.

The material law, $\tau U\,dq/dx+q=-K\,dT/dx$, becomes

$$-\tau U^2C\,\frac{dT}{dx}-UCT=-K\,\frac{dT}{dx}\;\Rightarrow\;(\alpha-\tau U^2)\frac{dT}{dx}=UT .$$

Its solution is $T\propto e^{x/\ell}$ with

$$\ell=\frac{\alpha}{U}(1-M^2),\qquad M=\frac Uc. \tag{7}$$

For $M<1$ the heat reaches a distance $\ell$ upstream. For $M>1$, $\ell$ is negative and the exponential would grow towards the cold end, so the admissible solution is $T=0$. At $M=1$ the derivative drops out and again $T=0$. The conductor outruns its own heat waves. This exact zero belongs to Cattaneo's law. Individual phonons move faster than $c$ (at $\sqrt3\,c$ in an isotropic Debye model), so a real conductor keeps a thin preheated layer. With momentum-conserving collisions a hundred times more frequent than resistive ones, that layer is about $0.01\,c\tau$ thick at $M=1.25$.

In the partial law the relaxation term vanishes with $\partial_t$. What remains is Fourier's law, $q=-K\,dT/dx$, and the length is $\alpha/U$ at any speed. The manuscript thus predicts preheating at $M>1$, where no front can get there.

This result was tested without using (7). Equations (1) were solved in the rest frame with a heater of Gaussian profile moving at $-U$ from a cold start. At $M=0.5$ the fitted upstream length was $1.500\,c\tau$, and (7) gives $(1-0.25)/0.5=1.5$ in the same unit. At $M=1.25$ the temperature between $4\,c\tau$ and $10\,c\tau$ ahead of the heater stayed below $10^{-6}$ of the peak. The partial law, solved in the laboratory frame, gave $2.000\,c\tau$ and $0.800\,c\tau$ for the two speeds. These cases show the structure of the laws and are not proposals for an experiment.

## Numbers for a moving temperature grating

Take rough round values in the regime of graphite near 100 K, where heat can travel as a wave: $K=3000$ W/(m K), $C=0.3$ MJ/(m³ K), $\tau=1$ ns. Then

$$\alpha=\frac{3000}{0.3\times10^6}=0.010\ \mathrm{m^2/s}=10\ \mathrm{\mu m^2/ns},\qquad c=\sqrt{\frac{0.010}{10^{-9}}}\approx3160\ \mathrm{m/s}.$$

The sample moves at $U=100$ m/s, so $M=0.032$. The material law puts the fronts at $-3062$ and $3262$ m/s, the partial law at $-3113$ and $3213$ m/s. Each differs by about $U/2=50$ m/s.

Now let a grating $T\propto\cos kx$ of period 10 µm be written at $t=0$ with $q=0$, so $k=0.628$ µm⁻¹. At rest it decays at $1/(2\tau)=0.5$ ns⁻¹ and oscillates at

$$\omega=\sqrt{c^2k^2-\frac1{4\tau^2}}=\sqrt{3.948-0.25}=1.923\ \mathrm{rad/ns}.$$

After 3 ns its amplitude is 0.166 of the initial one. In the material law the moving grating is this resting grating carried along, so its shift is $Ut=0.1\times3=0.300$ µm. The partial law gives $0.094$ µm. A finite-difference solution in space reproduced both shifts to within $10^{-4}$ µm.

The second number is well below the $Ut/2=0.15$ µm that the mean drift suggests. The reason can be traced. The roots of (5) are $-1/(2\tau)-ikU/2\pm i\tilde\omega$ with

$$\tilde\omega^2=\omega^2+\frac{ikU}{2\tau}+\frac{k^2U^2}{4}.$$

The start $q=0$ means $dT/dt=-ikU\,T$ at $t=0$. The amplitude of $e^{ikx}$, relative to its initial value, is therefore

$$A=e^{-t/2\tau-ikUt/2}\left[\cos\tilde\omega t+\frac{1/\tau-ikU}{2\tilde\omega}\sin\tilde\omega t\right].$$

The prefactor supplies the shift $Ut/2$. The bracket is complex, because the two waves decay at unequal rates and start with unequal weights, and it adds a phase of its own. To first order in $U$, $\tilde\omega=\omega+i\epsilon$ with $\epsilon=kU/(4\tau\omega)=0.0082$ ns⁻¹. The imaginary part of the bracket is

$$\epsilon\left[-t\sin\omega t+\frac{1}{2\tau}\left(\frac{t\cos\omega t}{\omega}-\frac{\sin\omega t}{\omega^2}\right)\right]-\frac{kU}{2\omega}\sin\omega t .$$

At $\omega t=5.77$ this is $0.012+0.006+0.008=0.026$. The real part is $0.743$, so the phase is $0.035$ rad. A grating displaced by $d$ has phase $-kd$, so the extra shift is $-0.035/0.628=-0.056$ µm, and $0.150-0.056=0.094$ µm. The error depends on the viewing time and is not a fixed fraction of $Ut$. It can change sign: at 0.5 ns the partial-law shift is about $1.2\,Ut$, and near a zero of the oscillating amplitude the phase, and with it the shift, swings widely.

The decay rates differ less. The partial law gives 0.492 ns⁻¹ for the forward wave and 0.508 ns⁻¹ for the backward one, in line with (6). For a fixed heater the upstream lengths are 99.9 µm and 100.0 µm, a relative difference of $M^2=0.001$. The grating is the more telling case because the error in its drift is of first order in $U$, like the drift itself.

## How far the example resembles a real sample

The value of $c$ is of the size known for second sound in graphite near 100 K, roughly 3 km/s. The speed of 100 m/s is far from usual for a sample in such a measurement; it would suit the rim of a fast rotor. The model also assumes heating that is even over a depth of 5 µm, whereas graphite absorbs visible light in a much thinner skin. With an assumed cross-plane conductivity of 10 W/(m K), heat spreads inward by about 0.3 µm in 3 ns. That is small against 5 µm but not against an optical skin, so a skin-heated grating would fade faster at the surface than computed here.

Collisions that conserve phonon momentum add a viscous term to the flux law. An isotropic estimate with an assumed collision time $\tau_N=10$ ps, crude for a layered crystal, makes it $\tfrac45\alpha\tau_Nk^2\approx3\%$ of the resistive term $q$. It moves the partial-law shift from 0.094 to 0.090 µm and leaves the material-law shift at 0.300 µm, since the term contains spatial derivatives alone and these are the same in both frames. The corresponding mean free path times $k$ is 0.03. A grating amplitude of 0.1 K changes $C$ by about 0.2% if $C\propto T^2$, and the relativistic correction to the addition of $U$ and $c$ is of relative order $10^{-12}$. The numerical output gives the inputs of these estimates. Its viscous entries, a ratio of 0.071 and a shift of 0.085 µm, use the coefficient $9/5$ in place of $4/5$. That larger value keeps the trace of the viscous stress, which energy conservation removes, and so overstates the effect.

## Where the corrected law stops

The material derivative cures uniform translation. It does not suffice for rotation. Consider a body spinning at angular velocity $\boldsymbol\Omega$, with uniform temperature and a uniform flux that relaxes in the body's own axes. In the laboratory the vector both relaxes and turns:

$$\frac{d\mathbf q}{dt}=-\frac{\mathbf q}{\tau}+\boldsymbol\Omega\times\mathbf q\;\Rightarrow\;\tau\frac{d\mathbf q}{dt}+\mathbf q=\tau\,\boldsymbol\Omega\times\mathbf q .$$

Since $\mathbf q$ is uniform in space, $d\mathbf q/dt$ is already its material derivative, yet the right side is not zero. For $\mathbf q$ perpendicular to the axis its size relative to $|\mathbf q|$ is $\Omega\tau$. Under the assumption made here, that the flux relaxes in the body's own axes, the rate that belongs in the law is the corotational one, $D\mathbf q/Dt-\boldsymbol\Omega\times\mathbf q$. That assumption is itself constitutive. For carriers that fly in straight lines between collisions, as in a gas, the flux turns the opposite way and the rate is $D\mathbf q/Dt+\boldsymbol\Omega\times\mathbf q$. Either way the extra term has relative size $\Omega\tau$. On a rotor of radius 0.1 m with a rim speed of 100 m/s, $\Omega=1000$ s⁻¹ and $\Omega\tau=10^{-6}$, so the example may treat the motion as a translation. In a deforming medium no single rest frame serves the whole body, and the flux rate needs a further constitutive choice that the present argument does not supply.

## Requested revision

The author should replace $\partial_tq$ by $\partial_tq+U\partial_xq$ in the laboratory flux law and recompute the pulse speeds, the grating drift and the heater profile. The claim of preheating over a length $\alpha/U$ at $U>c$ should be withdrawn. Cattaneo's law in the rest frame needs no change.

## Table of computed values

```
FRAME TEST (c = tau = 1)
largest material-law residual: 5.6e-09
largest partial-law residual: 0.577
THOUGHT CASES (speeds in c, lengths in c tau)
M=0.5: material fronts -0.500, 1.500
M=0.5: partial fronts -0.781, 1.281
M=1.25: material fronts 0.250, 2.250
M=1.25: partial fronts -0.554, 1.804
M=0.5 upstream length, true simulation: 1.500
M=0.5 upstream length, partial simulation: 2.000
M=1.25 true upstream T / peak T: below 1e-6: True
M=1.25 upstream length, partial simulation: 0.800
EXAMPLE INPUTS (rough, graphite regime)
K = 3000 W/(m K); C = 0.3 MJ/(m^3 K)
tau = 1.0 ns; U = 100 m/s
period = 10 um; viewing time = 3 ns
EXAMPLE RESULTS
alpha = 0.0100 m^2/s; c = 3162.3 m/s
M = 0.03162; k = 0.62832 1/um
rest decay rate = 0.5000 1/ns
rest angular frequency = 1.9230 rad/ns
rest amplitude at viewing time / initial = 0.1657
material fronts = -3062.3, 3262.3 m/s
partial fronts = -3112.7, 3212.7 m/s
partial decay, forward wave = 0.4918 1/ns
partial decay, backward wave = 0.5082 1/ns
partial mean drift = 50.0 m/s
grating shift, material law = 0.3000 um
grating shift, partial law = 0.0941 um
heater length, material = 99.90 um
heater length, partial = 100.00 um
NEGLECTED EFFECTS (rough estimates)
normal-scattering time assumed = 10 ps
viscous term / resistive term = 0.0711
partial shift with viscosity = 0.0851 um
material shift with viscosity = 0.3000 um
k times normal mean free path = 0.0344
cross-plane K assumed = 10 W/(m K)
cross-plane spread = 0.316 um; depth = 5 um
base T = 100 K; grating amplitude = 0.1 K
C change for assumed T^2 law = 0.0020
rotor radius = 0.1 m; spin rate x tau = 1.0e-06
relativistic velocity correction U c / light^2 = 3.5e-12
```
